# The MP2 Nuclear Gradient from a Constrained Hylleraas Lagrangian

**Form of the result**

In an atom-centred basis \(\chi_\mu\) the electronic MP2 energy \(E_{el}\) depends on a nuclear coordinate \(x\) through three arrays: the one-electron integrals \(h_{\mu\nu}\), the repulsion integrals \((\mu\nu|\lambda\sigma)\) and the overlap \(S_{\mu\nu}\). Define \(\gamma\), \(\tfrac12\Gamma\) and \(-W\) as the partial derivatives of \(E_{el}\) with respect to them. With \(V\) the nuclear repulsion, the chain rule gives
\[ \frac{dE}{dx}=V^x+\sum\gamma_{\mu\nu}h^x_{\mu\nu}+\tfrac12\sum\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)^x-\sum W_{\mu\nu}S^x_{\mu\nu}. \tag{1} \]
The basis is real, so \(\gamma\) and \(W\) may be taken symmetric and \(\Gamma\) eightfold symmetric. Dimensionally, \(\gamma\) and \(\Gamma\) are pure numbers and \(W\) is an energy. Two symmetries restrict them. Multiplying \(h\) and the repulsion integrals by \(\lambda\) leaves the orbitals unchanged and multiplies orbital energies, \(E_{HF}\) and \(E_2\) by \(\lambda\), so Euler's theorem gives
\[ E_{el}=\gamma\cdot h+\tfrac12\Gamma\cdot g, \tag{2} \]
where \(g\) is the repulsion array and the dot sums all indices. Second, \(E_{el}\) is unchanged when the basis is replaced by another spanning the same space. Take the orthonormal molecular orbitals as basis and let \(\phi_q\to\phi_q+\sum_p\phi_pU_{pq}\). The two index positions of \(h\) and \(S\), and the four of \(g\), contribute equally, so \(0=2\sum_{pq}U_{pq}[\sum_rh_{pr}\gamma_{rq}+\sum_{rst}(pr|st)\Gamma_{qrst}-W_{pq}]\) for any \(U\):
\[ W_{pq}=\sum_r h_{pr}\gamma_{rq}+\sum_{rst}(pr|st)\Gamma_{qrst},\qquad \operatorname{tr}W=\gamma\cdot h+\Gamma\cdot g. \tag{3} \]

The reference is closed-shell RHF with \(N\) electrons, all correlated, in atomic units. Indices \(i,j,k\) are occupied, \(a,b,c\) virtual, \(p,q,r,s,t\) general; \((pq|rs)\) is in chemists' order; \(\phi_p=\sum_\mu\chi_\mu C_{\mu p}\), and
\[ f_{pq}=h_{pq}+\sum_k[2(pq|kk)-(pk|kq)],\qquad E_{HF}=\sum_i(h_{ii}+f_{ii}). \tag{4} \]

**The Hylleraas functional**

Let \(\hat E_{pq}\) be the spin-summed excitation operator, \(\hat F=\sum f_{ij}\hat E_{ij}+\sum f_{ab}\hat E_{ab}\), and \(\hat F|0\rangle=E_0|0\rangle\). Define \(\Psi[t]=\tfrac12\sum t_{ij}^{ab}\hat E_{ai}\hat E_{bj}|0\rangle\) with \(t_{ij}^{ab}=t_{ji}^{ba}\), and \(\tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}\). The functional is
\[ E_H=2\langle\Psi|\hat H|0\rangle+\langle\Psi|\hat F-E_0|\Psi\rangle. \tag{5} \]
The two opposite-spin cross terms of \(\hat E_{ai}\hat E_{bj}\) are equal by the symmetry of \(t\), so the determinant \(i_\alpha\to a_\alpha\), \(j_\beta\to b_\beta\) has coefficient \(t_{ij}^{ab}\). In a same-spin term \(a^\dagger b^\dagger ji\) is antisymmetric, and the determinant with \(i<j\), \(a<b\) has coefficient \(t_{ij}^{ab}-t_{ij}^{ba}\). With a prime denoting exchange of \(a\) and \(b\), and unrestricted sums,
\[ \langle\Psi[s]|\Psi[t]\rangle=\sum st+2\cdot\tfrac14\sum(s-s')(t-t')=\sum(2s-s')t=\sum\tilde s\,t=\sum s\,\tilde t. \tag{6} \]
By the Slater–Condon rules the doubly excited part of \(\hat H|0\rangle\) has coefficients \((ia|jb)\) for opposite spins and \((ia|jb)-(ib|ja)\) for equal spins, so it is \(\Psi[K]\) with \(K_{ij}^{ab}=(ia|jb)\). From \([\hat E_{pq},\hat E_{rs}]=\delta_{qr}\hat E_{ps}-\delta_{ps}\hat E_{rq}\) follows \([\hat F,\hat E_{ai}]=\sum_cf_{ca}\hat E_{ci}-\sum_kf_{ik}\hat E_{ak}\). Commuting \(\hat F\) through both operators and relabelling gives \((\hat F-E_0)\Psi[t]=\Psi[r]\) with
\[ r_{ij}^{ab}=\sum_c(f_{ac}t_{ij}^{cb}+f_{bc}t_{ij}^{ac})-\sum_k(f_{ki}t_{kj}^{ab}+f_{kj}t_{ik}^{ab}),\qquad E_H=\sum\tilde t\,(2K+r). \tag{7} \]
Every index in (7) is contracted within its own subspace, so \(E_H\) is invariant under rotations among occupied or among virtual orbitals when \(t\) is rotated along. Since \(\hat F\) is symmetric, \(\delta E_H=2\sum\delta\tilde t\,(K+r)\), and stationarity means \(r=-K\). In canonical orbitals, \(f_{pq}=\varepsilon_p\delta_{pq}\), one has \(r=-\Delta t\), so
\[ (ia|jb)=\Delta_{ij}^{ab}t_{ij}^{ab},\quad \Delta_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b,\quad E_H=\sum\tilde tK=E_2. \tag{8} \]
A displacement \(\delta\) of \(t\) raises \(E_H\) by \(\sum(-\Delta)\tilde\delta\delta=\sum(-\Delta)(\delta_+^2+3\delta_-^2)\), where \(\delta_\pm\) are the parts symmetric and antisymmetric in \(ab\). The stationary point is a minimum when a gap makes every \(\Delta\) negative.

In \(\sum\tilde tr\) the two virtual terms turn into each other under the relabelling \(i\leftrightarrow j\), \(a\leftrightarrow b\), and so do the two occupied terms. Hence \(E_H=2\sum\tilde tK+\sum P_{pq}f_{pq}\) with
\[ P_{ij}=-2\sum_{kab}\tilde t_{ik}^{ab}t_{jk}^{ab},\qquad P_{ab}=2\sum_{ijc}\tilde t_{ij}^{ac}t_{ij}^{bc},\qquad P_{ai}=P_{ia}=0. \tag{9} \]
\(P_{ij}\) is symmetric because the tilde can be moved to the other factor by relabelling \(a\leftrightarrow b\). In \(P_{ab}\) the piece \(\sum t_{ij}^{ca}t_{ij}^{bc}\) becomes \(\sum t_{ij}^{ac}t_{ij}^{cb}\) under \(i\leftrightarrow j\), which is its transpose. The traces are \(\mp2\sum\tilde tt\), so \(\operatorname{tr}P=0\).

**The Lagrangian**

\(E_{HF}+E_H\) is stationary in \(t\) but not in \(C\), which is fixed by two conditions: the Brillouin condition \(f_{ai}=0\) and orthonormality \(S_{pq}=(C^TSC)_{pq}=\delta_{pq}\). The second is needed as much as the first, because \(W\) is its multiplier. No condition on \(f_{ij}\) or \(f_{ab}\) is needed, by the invariance of (7). Attach multipliers \(2z_{ai}\) and a symmetric \(W_{pq}\), and define \(D\) by \(D_{ij}=P_{ij}\), \(D_{ab}=P_{ab}\), \(D_{ai}=D_{ia}=z_{ai}\):
\[ \mathcal L=V+E_{HF}+\sum_{pq}D_{pq}f_{pq}+2\sum\tilde t_{ij}^{ab}(ia|jb)-\sum_{pq}W_{pq}(S_{pq}-\delta_{pq}). \tag{10} \]
On the solution \(\mathcal L=E\) for every \(x\). In \(d\mathcal L/dx\) the terms with \(dt/dx\), \(dz/dx\) and \(dW/dx\) vanish by (8) and the constraints. If \(z\) and \(W\) are chosen so that \(\partial\mathcal L/\partial C=0\), the term with \(dC/dx\) vanishes too, and \(dE/dx=\partial\mathcal L/\partial x\) at fixed \(C\). The overlap enters (10) through the last term alone, so the multiplier \(W\) is the \(W\) of (1).

**Orbital stationarity**

Let \(C\to C(1+U)\) with arbitrary \(U\), at fixed \(t,z,W\), starting from canonical orbitals, and define
\[ G[D]_{pq}=\sum_{rs}D_{rs}[(pq|rs)-\tfrac12(pr|qs)]. \tag{11} \]
The derivatives with respect to \(U_{pq}\) are taken term by term.

In \(E_{HF}=2\sum h_{ii}+\sum[2(ii|jj)-(ij|ji)]\), orbital \(i\) can occupy two positions of \(h\) and four of each integral, which gives \(4h_{pi}+\sum_j[8(pi|jj)-4(pj|ji)]=4f_{pi}\) for \(q=i\) and nothing for virtual \(q\).

In \(\sum D_{rs}f_{rs}\) the outer indices give \(2\sum_rf_{pr}D_{rq}=2\varepsilon_pD_{pq}\). The orbitals \(k\) inside (4) give, for \(q=k\), \(\sum D_{rs}[4(rs|pk)-(rp|ks)-(rk|ps)]=4G[D]_{pk}\), the two exchange terms being equal because \(D\) is symmetric.

In \(2\sum\tilde t(ia|jb)\) the two occupied positions are equivalent, giving \(4\sum_{jab}\tilde t_{ij}^{ab}(pa|jb)\) for \(q=i\), and the two virtual positions give \(4\sum_{ijb}\tilde t_{ij}^{ab}(pi|jb)\) for \(q=a\).

Half the sum of these is called \(X_{pq}\):
\[ X_{pi}=2\varepsilon_i\delta_{pi}+\varepsilon_pD_{pi}+2G[D]_{pi}+2\sum_{jab}\tilde t_{ij}^{ab}(pa|jb), \tag{12} \]
\[ X_{pa}=\varepsilon_pD_{pa}+2\sum_{ijb}\tilde t_{ij}^{ab}(pi|jb). \tag{13} \]
The last term of (10) changes by \(-\sum W_{pq}(U_{pq}+U_{qp})=-2\sum W_{pq}U_{pq}\). Stationarity is therefore \(X=W\). Since \(W\) is symmetric, the antisymmetric part of \(X\) must vanish, and the symmetric part defines \(W\).

In the occupied block insert (8) as \((ia|kb)=(\varepsilon_i+\varepsilon_k-\varepsilon_a-\varepsilon_b)t_{ik}^{ab}\) into the last term of \(X_{ij}\). The \(\varepsilon_i\) part is \(-\varepsilon_iP_{ji}\) by (9) and cancels \(\varepsilon_iP_{ij}\). In the virtual block \((ia|jc)=(\varepsilon_i+\varepsilon_j-\varepsilon_c-\varepsilon_a)t_{ij}^{ac}\), whose \(\varepsilon_a\) part is \(-\varepsilon_aP_{ba}\) and cancels \(\varepsilon_aP_{ab}\). There remain
\[ W_{ij}=2\varepsilon_i\delta_{ij}+2G[D]_{ij}+2\sum_{kab}(\varepsilon_k-\varepsilon_a-\varepsilon_b)\tilde t_{jk}^{ab}t_{ik}^{ab}, \tag{14} \]
\[ W_{ab}=2\sum_{ijc}(\varepsilon_i+\varepsilon_j-\varepsilon_c)\tilde t_{ij}^{bc}t_{ij}^{ac}. \tag{15} \]
The weights are unchanged by the relabellings that made \(P\) symmetric, so both blocks are symmetric once the amplitude equations hold. Averaging (12) and (13) with their transposes gives the equivalent forms \(W_{ab}=\tfrac12(\varepsilon_a+\varepsilon_b)P_{ab}+\sum[\tilde t_{ij}^{bc}(ia|jc)+\tilde t_{ij}^{ac}(ib|jc)]\) and its occupied analogue.

The mixed block has \(X_{ai}=\varepsilon_az_{ai}+2G[D]_{ai}+2\sum\tilde t_{ij}^{bc}(ab|jc)\) from (12) and, from (13),
\[ W_{ai}=X_{ia}=\varepsilon_iz_{ai}+2\sum_{jkb}\tilde t_{jk}^{ab}(ij|kb). \tag{16} \]
Split \(G[D]\) into the part from \(P\) and the part from \(z\). The latter has \(D_{bj}\) and \(D_{jb}\), so twice it equals \(\sum z_{bj}[4(ai|bj)-(ab|ij)-(aj|ib)]\). Then \(X_{ai}=X_{ia}\) is the Z-vector equation
\[ \sum_{bj}A_{ai,bj}z_{bj}=-L_{ai},\quad A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|ib), \tag{17} \]
\[ L_{ai}=2G[P]_{ai}+2\sum_{jbc}\tilde t_{ij}^{bc}(ab|jc)-2\sum_{jkb}\tilde t_{jk}^{ab}(ij|kb). \tag{18} \]
Both objects have a direct meaning. For the rotation \(U_{ai}=\kappa_{ai}\), \(U_{ia}=-\kappa_{ai}\), the outer indices of \(f_{ai}\) give \((\varepsilon_a-\varepsilon_i)\kappa_{ai}\) and the inner ones give the integral terms of (17), so \(\delta f_{ai}=\sum A\kappa\). The rotation gradient of \(E_{HF}\) is \(4f_{ai}\), so \(4A\) is the real RHF orbital Hessian at the solution. At \(z=0\) the same rotation changes \(E_{HF}+E_H\) by \(2\sum(X_{ai}-X_{ia})\kappa_{ai}=2L\cdot\kappa\). If a perturbation changes \(f_{ai}\) by \(B^x_{ai}\) before the orbitals rotate, the Brillouin condition requires \(A\kappa^x=-B^x\), and since \(A\) is symmetric
\[ 2L\cdot\kappa^x=-2L\cdot A^{-1}B^x=2z\cdot B^x. \tag{19} \]
One solution of (17) replaces one coupled-perturbed solution per coordinate.

**One- and two-particle densities**

Let \(D^0_{ij}=2\delta_{ij}\), all other elements zero. Then (4) reads \(f=h+G[D^0]\) and \(E_{HF}=D^0\cdot h+\tfrac12D^0\cdot G[D^0]\). The coefficient of \(h\) in (10) is
\[ \gamma=D^0+D,\qquad\operatorname{tr}\gamma=N. \tag{20} \]
The repulsion terms are \(\tfrac12D^0\cdot G[D^0]+D\cdot G[D^0]+2\sum\tilde tK\). Because \(D\cdot G[D^0]=D^0\cdot G[D]\), the middle term is half the sum of the two orders. Exchanging the dummy labels \(q\leftrightarrow r\) in the exchange terms makes every term multiply \((pq|rs)\), and
\[ J_{pqrs}=D^0_{pq}D^0_{rs}+D_{pq}D^0_{rs}+D^0_{pq}D_{rs},\qquad \Gamma_{pqrs}=\mathcal S\left[J_{pqrs}-\tfrac12J_{prqs}+4T_{pqrs}\right], \tag{21} \]
where \(T_{iajb}=\tilde t_{ij}^{ab}\), other elements of \(T\) vanish, and \(\mathcal S\) averages over the eight index permutations that leave \((pq|rs)\) unchanged. There is no \(DD\) term. Since \(\mathcal L\) is linear in \(h\) and \(g\) with these coefficients and \(f_{ai}=0\), (2) holds, and \(X\) is the right side of (3).

\(\Gamma\) is a response density. Its trace is the contraction with \(\delta_{pq}\delta_{rs}\). The Coulomb part gives \(N^2+2N\operatorname{tr}D=N^2\), the exchange part gives \(-\tfrac12[2N+4\operatorname{tr}P_{oo}]\), and \(T\) gives nothing because \(\delta_{ia}=0\):
\[ \sum_{pr}\Gamma_{pprr}=N(N-1)-2\operatorname{tr}P_{oo}. \tag{22} \]
The pair density of a normalised state has trace \(N(N-1)\). The excess is traced by adding a constant \(c\) to the electron repulsion. By (4) occupied levels shift by \(c(N-1)\) and virtual levels by \(cN\), so \(\Delta\to\Delta-2c\) while \(K\) is unchanged. Then \(dE_{HF}/dc=N(N-1)/2\), and \(E_2=\sum\tilde KK/\Delta\) gives \(dE_2/dc=2\sum\tilde tt=-\operatorname{tr}P_{oo}\), which is half the excess. Likewise \(\gamma\) is non-negative only if \(z_{ai}^2\le(2+P_{ii})P_{aa}\) for each pair, a condition that (17) does not contain.

**Assembly of the gradient**

At fixed \(C\), \(h_{pq}^x=\sum C_{\mu p}h^x_{\mu\nu}C_{\nu q}\), so \(\gamma_{\mu\nu}=\sum C_{\mu p}\gamma_{pq}C_{\nu q}\), and likewise for \(W\) and the four indices of \(\Gamma\). Let \(x\) be a Cartesian component of nucleus \(A\) at \(\mathbf R_A\) with charge \(Z_A\), and \(\partial\mu\) the derivative of \(\chi_\mu\) along that electronic coordinate. A function centred on \(A\) depends on \(\mathbf r-\mathbf R_A\), so its nuclear derivative is \(-\partial\mu\). The attraction operator also moves: \(\partial_{R}|\mathbf r-\mathbf R_A|^{-1}=-\partial_r|\mathbf r-\mathbf R_A|^{-1}\), and integration by parts turns this into \(+\langle\partial\mu|r_A^{-1}|\nu\rangle+\langle\mu|r_A^{-1}|\partial\nu\rangle\). The symmetry of the densities makes the two or four index positions equal:
\[ \gamma\cdot h^x=-2\sum_{\mu\in A,\nu}\gamma_{\mu\nu}\langle\partial\mu|\hat h|\nu\rangle-2Z_A\sum_{\mu\nu}\gamma_{\mu\nu}\langle\partial\mu|r_A^{-1}|\nu\rangle, \tag{23} \]
\[ \tfrac12\Gamma\cdot g^x=-2\sum_{\mu\in A}\sum_{\nu\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}(\partial\mu\,\nu|\lambda\sigma),\qquad -W\cdot S^x=2\sum_{\mu\in A,\nu}W_{\mu\nu}\langle\partial\mu|\nu\rangle, \tag{24} \]
\[ V^x=-\sum_{B\ne A}Z_AZ_B\,(R_A-R_B)_x/|\mathbf R_A-\mathbf R_B|^3. \tag{25} \]

A rigid translation leaves every integral unchanged, so the net force vanishes whatever densities are inserted. A rotation of the centres with the axes of the basis functions held fixed is a rigid rotation, which leaves the integrals unchanged, followed by a back-rotation that mixes the functions within each \(p\) or higher shell. The latter is a change of basis \(U\), for which (1) gives \(2\sum(X-W)_{pq}U_{pq}\). This vanishes when (17) is solved. If \(z\) is set to zero in (14), (16), (20) and (21), then \(X-W\) equals \(L_{ai}\) in the \(ai\) block and the derivative that (1) gives along the rotation, minus the torque of the forces, is \(2\sum L_{ai}U_{ai}\), which is zero in a basis of \(s\) functions, where \(U=0\).

For \(t=0\), (18) gives \(L=0\), hence \(z=0\), \(\gamma=D^0\) and \(W_{ij}=2\varepsilon_i\delta_{ij}\), the RHF gradient. For a basis that does not move, \(g^x=S^x=0\) and (1) is minus the Hellmann–Feynman force of the relaxed \(\gamma\). The result fails when a denominator \(\Delta\) reaches zero, where \(t\) diverges unless the matching integral \((ia|jb)\) vanishes, and when an eigenvalue of \(A\) reaches zero at a real singlet RHF instability, where \(z\) diverges unless \(L\) is orthogonal to that mode. A triplet instability, towards spin-unrestricted orbitals, belongs to a different matrix and need not make \(A\) singular. With a frozen core orbital \(I\) the last term of (12) is present in \(X_{Ij}\) and absent from \(X_{jI}\), so a further constraint \(f_{Ij}=0\) is needed, with multiplier fixed by \((\varepsilon_I-\varepsilon_j)D_{Ij}=-2\sum\tilde t_{jk}^{ab}(Ia|kb)\).

**Worked example**

The model is four protons and four electrons at \((0,0,0)\), \((0,0,1.4)\), \((3.0,0.5,0.2)\) and \((3.5,1.5,1.2)\) bohr: two H–H units of length 1.4 and 1.5 bohr. The basis is 6-31G** with 20 functions. The RHF equations were iterated until the Fock–density commutator fell below \(10^{-11}\), and (17) was solved by direct linear algebra. The numbers are MP2 in a small basis, without higher-order correlation, basis-set limit or relativity; seven decimals serve to trace the arithmetic.

The energies are \(E_{RHF}=-2.2345380\), \(E_2=-0.0552445\) and \(E=-2.2897825\) Eh. Equation (2) with \(V\) added reads \(2.5276151-7.1471976+2.3298000=-2.2897825\) Eh. The occupied levels are \(-0.6591400\) and \(-0.5142457\) Eh and the lowest virtual level is \(0.1926509\) Eh, a gap of 0.707 Eh. The lowest eigenvalue of \(A\) is 0.464 Eh, so neither failure is near. With \(|L|=0.0279\) Eh, (17) bounds \(|z|\) by \(0.0279/0.464=0.060\); the value is 0.0176.

The diagonal of \(P_{oo}\) is \(-0.0162107\) and \(-0.0190300\), with trace \(-0.0352407\), so (22) gives \(12+0.0704814=12.0704814\). The eigenvalues of \(\gamma\) run from 1.98385 down to 0.00004 and stay between 0 and 2 in this model. The diagonal \(W_{ii}\) is \(-1.3470957\) and \(-1.0647862\) Eh, against RHF values \(2\varepsilon_i=-1.3182800\) and \(-1.0284914\) Eh. Adding \(\operatorname{tr}W_{vv}=-0.0757157\) Eh gives \(-2.4875976\) Eh, and (3) gives \(-7.1471976+2(2.3298000)=-2.4875976\) Eh.

The \(x\) component of the dipole, \(\sum Z_AX_A-\gamma\cdot x\), is \(-0.0394939\) \(e\) bohr with \(D^0\), \(-0.0393843\) with \(D^0+P\) and \(-0.0378634\) with \(\gamma\). The last value is also minus the derivative of the total energy with respect to a uniform field \(F\) along \(x\), which adds \(Fx\) to \(h\) and \(-F\sum Z_AX_A\) to \(V\), taken with the four-point central difference formula at step \(5\times10^{-4}\) atomic units. Of the correlation correction 0.0016305, \(P\) supplies 0.0001096 and \(z\) supplies 0.0015209, or 93%. These values are not converged in the basis: the relaxed dipole is \(-0.0431\) in cc-pVTZ and \(-0.0436\) in aug-cc-pVDZ, and \(z\) supplies 98% and 106% of the correlation correction, the \(P\) part changing sign in the latter.

For the component of atom 2 along its bond, (25) has the terms \(-1.4/1.4^3-1.2/10.69^{3/2}-0.2/14.54^{3/2}=-0.5481\), and the four terms of (1) add as
\[ -0.5481446+1.3931930-0.5961511-0.2371207=0.0117766\ \text{Eh/bohr}, \]
or 0.606 eV/Å. The overlap term is twenty times the total. The full gradient in Eh/bohr is:

| atom | x | y | z |
|---|---|---|---|
| 1 | 0.0191611 | 0.0053806 | −0.0118719 |
| 2 | 0.0170668 | 0.0052489 | 0.0117766 |
| 3 | −0.0349310 | −0.0355851 | −0.0300353 |
| 4 | −0.0012969 | 0.0249556 | 0.0301305 |

Four-point differences of the reconverged canonical MP2 energy at step 0.002 bohr depart from the unrounded analytic components by at most \(6.4\times10^{-12}\) Eh/bohr. The force is minus the gradient, so the first unit is pushed towards \(-x\), away from the second, with \(0.0191611+0.0170668=0.0362\) Eh/bohr, against \(0.0210151+0.0182190=0.0392\) in RHF. The forces depend on the basis: this push is 0.0343 (RHF 0.0382) in cc-pVTZ and 0.0346 (RHF 0.0377) in aug-cc-pVDZ, and the bond component of atom 2 moves from 0.0118 to 0.0087 and \(-0.0035\) Eh/bohr, so even its sign is not settled in 6-31G**.

Setting \(z=0\) changes the bond component of atom 1 from \(-0.0118719\) to \(-0.0083037\), an error of 0.0035682 Eh/bohr, the largest in the table and 30% of that component (29% in cc-pVTZ, 19% in aug-cc-pVDZ). The RHF value is \(-0.0140021\), so the correlation correction of 0.0021302 is overshot to 0.0056984. The net force stays below \(10^{-15}\) Eh/bohr, as the translation argument requires, while a torque of \(1.9\times10^{-5}\) Eh appears where the full gradient has \(3\times10^{-15}\) Eh. For a six-electron model in 6-31G with charges 3, 1, 1, 1 at \((0,0,0)\), \((0,0,3.0)\), \((4.0,0.5,0)\) and \((4.5,1.5,1.0)\) bohr, \(E_2=-0.03055\) Eh, the largest departure from the same differences is \(1\times10^{-10}\) Eh/bohr, and it becomes \(2.0\times10^{-3}\) Eh/bohr without \(z\).

All numerical values are calculated from the stated model.
